# Counting plane waves below a cutoff: the estimate and its first correction

Before a plane-wave calculation is started, someone has to choose the kinetic-energy cutoff, and that choice fixes how many coefficients each orbital carries. If the Hamiltonian is stored as a full matrix, its side is this number \(N\) and its storage grows as \(N^2\). Whether a higher cutoff is affordable can be decided in advance if \(N\) is known from the cell volume and the cutoff. For a primitive cell of volume \(\Omega\) the estimate is

\[
N_0=\frac{\Omega\,(2E_{\rm cut})^{3/2}}{6\pi^2}.
\]

Hartree atomic units are used, so lengths are in bohr and energies in hartree, with 1 Ry = 1/2 hartree. The estimate gives \(N_0\propto E_{\rm cut}^{3/2}\): doubling the cutoff multiplies the basis by \(2^{3/2}\approx2.8\) and the full matrix by \(2^3=8\).

## The set to be counted

At wave vector \(\mathbf k\) the basis functions are \(e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), where \(\mathbf G\) runs over the reciprocal lattice. The kinetic-energy operator \(-\tfrac12\nabla^2\) multiplies such a function by \(\tfrac12|\mathbf k+\mathbf G|^2\). The basis keeps those with

\[
\tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le K,\qquad K=\sqrt{2E_{\rm cut}} .
\]

So \(N(\mathbf k)\) is the number of points \(\mathbf k+\mathbf G\) inside a sphere of radius \(K\). Spin does not enter, and the atoms matter only through the cell they occupy. Empty space in the cell counts in full, because \(\Omega\) is the whole cell volume.

## Leading term: volume divided by volume per point

Let the primitive vectors \(\mathbf a_i\) be the rows of a matrix \(A\), with \(|\det A|=\Omega\), and let the reciprocal vectors \(\mathbf b_j\) be the rows of \(B\). The convention \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) reads \(AB^{\rm T}=2\pi I\). Taking determinants of these \(3\times3\) matrices gives \(\Omega\,|\det B|=(2\pi)^3\), so one reciprocal cell has the volume

\[
V_B=\frac{(2\pi)^3}{\Omega}.
\]

There is one \(\mathbf G\) per reciprocal cell. Dividing the volume of the sphere by the volume per point,

\[
N_0=\frac{4\pi K^3/3}{(2\pi)^3/\Omega}
=\frac{4\pi}{3\cdot 8\pi^3}\,\Omega K^3
=\frac{\Omega K^3}{6\pi^2},
\]

which is the stated formula, since \(K^3=(2E_{\rm cut})^{3/2}\).

This division treats discrete points as a continuous density. To see what that costs, surround each counted point by a copy of the Brillouin zone centred on it. The zone is the set of points at least as close to the origin as to any other \(\mathbf G\). Its copies fill space without overlap, and each has volume \(V_B\). Let \(R\) be the distance from the zone centre to its farthest corner.

- Every copy around a counted point lies within radius \(K+R\). Hence \(N V_B\le\tfrac{4\pi}{3}(K+R)^3\).
- Take \(R<K\) and any point within radius \(K-R\). It belongs to a copy whose centre is at most \(R\) away, so that centre is within radius \(K\) and is counted. Hence \(N V_B\ge\tfrac{4\pi}{3}(K-R)^3\).

Dividing by \(V_B\) and using \(N_0V_B=4\pi K^3/3\),

\[
N_0\left(1-\frac RK\right)^3\le N(\mathbf k)\le N_0\left(1+\frac RK\right)^3 .
\]

Both sides approach \(N_0\) in relative terms when \(K\gg R\), which proves the leading term for every \(\mathbf k\). The condition is on \(R/K\), not on the cutoff alone. A cell with one very short axis has a zone that is long in reciprocal space, hence a large \(R\), and needs a larger \(K\) before the bounds become useful.

## First correction: a ripple with zero mean

The bounds allow a relative error of about \(3R/K\), as if a whole surface layer could be gained or lost. The typical correction is smaller, and a Fourier series in \(\mathbf k\) shows why.

Shifting \(\mathbf k\) by a reciprocal vector only relabels the points, so \(N(\mathbf k)\) is periodic. Its harmonics are \(e^{i\mathbf k\cdot\mathbf T}\), with \(\mathbf T\) a vector of the real-space lattice, and their coefficients are

\[
c_{\mathbf T}=\frac1{V_B}\int_{\rm BZ}N(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf T}\,d^3k .
\]

Write \(N(\mathbf k)\) as a sum over \(\mathbf G\) of a function equal to 1 when \(|\mathbf k+\mathbf G|\le K\) and 0 otherwise. Because \(e^{-i\mathbf G\cdot\mathbf T}=1\), the exponential may be written as \(e^{-i(\mathbf k+\mathbf G)\cdot\mathbf T}\). With \(\mathbf q=\mathbf k+\mathbf G\), the integrals over the shifted zones join into one integral over all space, restricted to the sphere:

\[
c_{\mathbf T}=\frac{\Omega}{(2\pi)^3}\int_{|\mathbf q|\le K}e^{-i\mathbf q\cdot\mathbf T}\,d^3q .
\]

For \(\mathbf T=0\) the integral is the volume of the sphere, so \(c_0=N_0\). The average of \(N(\mathbf k)\) over the zone is therefore exactly \(N_0\), at any cutoff. No smooth surface term proportional to \(K^2\) survives in the average.

For \(\mathbf T\ne0\), take the polar axis along \(\mathbf T\), with \(T=|\mathbf T|\). The angular integral is \(2\pi\int_{-1}^{1}e^{-iqT\mu}d\mu=4\pi\sin(qT)/(qT)\). Integrating the rest by parts,

\[
\frac{4\pi}{T}\int_0^K q\sin(qT)\,dq
=\frac{4\pi}{T}\left[-\frac{K\cos KT}{T}+\frac{\sin KT}{T^2}\right].
\]

Multiplying by \(\Omega/(8\pi^3)\) gives

\[
c_{\mathbf T}=\frac{\Omega}{2\pi^2}\,\frac{\sin KT-KT\cos KT}{T^3}
\simeq-\frac{\Omega K}{2\pi^2}\,\frac{\cos KT}{T^2}
\qquad(KT\gg1).
\]

The last form is the leading part of each harmonic, apart from cutoffs where \(\cos KT\) nearly vanishes. The correction is thus a ripple: it changes sign with \(K\) and with \(\mathbf k\), and each harmonic has an amplitude of order \(K\), compared with \(K^3\) for the leading term.

The mean square of the ripple over the zone is the sum of the squared coefficients (Parseval's relation). Since \(|\sin KT-KT\cos KT|\le1+KT\), and since \(T\ge T_1\), the shortest lattice vector,

\[
\sigma^2=\sum_{\mathbf T\ne0}|c_{\mathbf T}|^2
\le\left(\frac{\Omega K}{2\pi^2}\right)^2\left(1+\frac1{KT_1}\right)^2\sum_{\mathbf T\ne0}\frac1{T^4}.
\]

The last sum is finite: the number of lattice vectors in a shell of fixed thickness grows as \(T^2\), so the tail behaves like \(\int dT/T^2\). Dividing the square root by \(N_0=\Omega K^3/(6\pi^2)\),

\[
\frac{\sigma}{N_0}\le\frac{3}{K^2}\left(1+\frac1{KT_1}\right)\left(\sum_{\mathbf T\ne0}\frac1{T^4}\right)^{1/2}.
\]

For a fixed cell the rms relative error over the zone therefore falls at least as fast as \(1/K^2\), that is, as \(1/E_{\rm cut}\).

This is a statement about the spread over \(\mathbf k\), not about one chosen point. At a single \(\mathbf k\) the amplitudes fall only as \(1/T^2\) while the number of vectors grows as \(T^2\), so the sum of their magnitudes diverges. A few short vectors \(\mathbf T\) cannot be relied on to give the count there; direct counting can.

## Two-atom silicon at 20 Ry

Silicon has an fcc lattice with two atoms per primitive cell. Its cubic lattice constant is taken at the rough size \(a=5.4\) Å, or 10.2045 bohr. The primitive cell is a quarter of the cube, so \(\Omega=a^3/4=265.65\) bohr³. The cutoff is 10 hartree, which gives \(K=\sqrt{20}=4.4721\) bohr⁻¹. The sphere has volume 374.66 bohr⁻³ and each point occupies 0.9337 bohr⁻³, so

\[
N_0=\frac{374.66}{0.9337}\approx401 .
\]

Inserting 20 as though it were in hartree would give 1135, too large by the factor \(2^{3/2}\).

For the explicit count at \(\mathbf k=0\), write \(\mathbf G=\sum_i m_i\mathbf b_i\). Then \(m_i=\mathbf a_i\cdot\mathbf G/2\pi\), so \(|m_i|\le|\mathbf a_i|K/2\pi=5.136\). Integers from \(-5\) to \(5\) therefore miss nothing.

The same vectors can be counted by hand. In Cartesian form they are \((2\pi/a)(h,k,l)\), with the three integers all even or all odd, and the cutoff becomes

\[
h^2+k^2+l^2\le\left(\frac{Ka}{2\pi}\right)^2=52.75 .
\]

The allowed values of \(h^2+k^2+l^2\) are 0, 3, 4, 8, 11, 12, 16, 19, 20, 24, 27, 32, 35, 36, 40, 43, 44, 48, 51 and 52. In that order, the shells contain

\[
\begin{aligned}
&1+8+6+12+24+8+6+24+24+24\\
&+32+12+48+30+24+24+24+8+48+24=411 .
\end{aligned}
\]

The count is 2.4% above \(N_0\), relative to \(N_0\). The smooth estimate and the integer count respond differently to the lattice constant. The count stays at 411 as long as the shell at 52 is inside and the shell at 56 is outside:

\[
\frac{2\pi\sqrt{52}}{K}\le a<\frac{2\pi\sqrt{56}}{K},
\]

or from 5.361 to 5.564 Å. Just below this window 24 vectors drop out and the count is 387. Meanwhile \(N_0\) moves smoothly from 390 at 5.35 Å to 412 at 5.45 Å, the range hidden by the rounding of 5.4. Agreement closer than a few per cent would carry no information here.

## How large the correction is

On a mesh of 8000 \(\mathbf k\) points the mean count is 401.33, against \(N_0=401.25\); the small difference comes from replacing the zone integral by a finite mesh. The counts on the mesh run from 386 to 415, with an rms deviation of 4.0. The point \(\mathbf k=0\), with 411, lies about 2.4 rms deviations above the mean, so it is not a typical point at this cutoff.

The rigorous bounds are much wider. For the fcc lattice the farthest zone corner is at \((2\pi/a)(1,\tfrac12,0)\), so \(R=(2\pi/a)\sqrt5/2=0.688\) bohr⁻¹, a distance the program confirms on the mesh. With \(R/K=0.154\) the bounds are 243 and 617. They guarantee the limit but do not describe the usual error.

The rms spread divided by the mean count, on a coarser mesh of 512 points, is 5.0% at 5 Ry, 1.35% at 20 Ry and 0.28% at 80 Ry. Each step multiplies the cutoff by four, and the spread falls by factors of about 3.7 and 4.8. These factors are rough for two reasons. The coarse mesh is not converged: at 20 Ry the 8000-point mesh gives \(4.0/401\approx1.0\)% instead of 1.35%, and summing the Parseval series for \(\sigma\) gives exact zone values of 4.55%, 0.99% and 0.19% at the three cutoffs, so the coarse figure at 80 Ry is too high by nearly half. And even the exact zone spread does not fall by a steady factor of 4 per step, because each harmonic carries the factor \(\cos KT\), so \(\sigma/N_0\) oscillates with the cutoff under an envelope proportional to \(1/E_{\rm cut}\). A finer mesh would therefore not bring the factors to 4 (the exact values fall by 4.6 and 5.2), and three cutoffs do not fix the exponent; the program tests only the decrease.

At \(\mathbf k=0\) alone the approach is irregular. The count differs from \(N_0\) by 17.6% at 5 Ry (59 against 50), by \(-3.4\)% at 10 Ry, by 0.16% at 80 Ry and by 1.2% at 160 Ry. A higher cutoff does not guarantee a smaller error at one point.

The eight-atom cubic cell of the same crystal has volume \(a^3\), so its estimate is four times larger, 1605. Its reciprocal vectors are \((2\pi/a)(h,k,l)\) with no parity restriction. They split into the same-parity set already counted and three copies of it shifted by \(2\pi/a\) along \(x\), \(y\) or \(z\). These shifts are the three X points of the fcc zone, where the count is 388 each. Hence

\[
N_{\rm cubic}(0)=411+3\times388=1575,
\]

which is 1.9% below its estimate. The larger cell averages over four \(\mathbf k\) points of the smaller one, and here the excess at \(\mathbf k=0\) is outweighed by the deficit at X.

For this cell and cutoff, the counts on the mesh lie within about 4% of \(N_0\), so \(N_0\) gives the storage of the full matrix to within about 8%. Exact array dimensions require a count at each \(\mathbf k\). Neither number says whether 20 Ry is high enough for a given property of silicon. That depends on the pseudopotential and on the accuracy wanted, and has to be settled by a convergence study.

## Computed results

```
lattice constant (rough input): 5.4 angstrom
lattice constant: 10.2045 bohr
cutoff: 20 Ry = 10 hartree
cell volume Omega: 265.65 bohr^3
cutoff radius K: 4.4721 1/bohr
volume of cutoff sphere: 374.66 1/bohr^3
reciprocal volume per G: 0.9337 1/bohr^3
estimate N0: 401.2 plane waves
N0 if 20 is wrongly taken as hartree: 1135 plane waves
bound on each integer |m_i|: 5.136
bound on h^2+k^2+l^2: 52.75
shells as h^2+k^2+l^2: vectors in shell (running total)
  0: 1 (1), 3: 8 (9), 4: 6 (15), 8: 12 (27)
  11: 24 (51), 12: 8 (59), 16: 6 (65), 19: 24 (89)
  20: 24 (113), 24: 24 (137), 27: 32 (169), 32: 12 (181)
  35: 48 (229), 36: 30 (259), 40: 24 (283), 43: 24 (307)
  44: 24 (331), 48: 8 (339), 51: 48 (387), 52: 24 (411)
next shell, left out: 56: 48 vectors
explicit count at k = 0: 411 plane waves
count minus N0, relative to N0: 2.43 %
same count for lattice constants from 5.361 to 5.564 angstrom
N0 at 5.35 angstrom: 390.2 plane waves
N0 at 5.45 angstrom: 412.5 plane waves
k points in mesh: 8000
mean count over mesh: 401.33 (N0 = 401.25)
smallest and largest count on mesh: 386, 415
rms deviation of count from mean: 3.96 plane waves
zone corner distance R: 0.6884 1/bohr, R/K = 0.1539
rigorous bounds on count: 243.0 to 616.5
count at each X point: 388, 388, 388
eight-atom cell: count 1575, estimate 1605.0
5 Ry: count 59, estimate 50.2, difference 17.63 %
10 Ry: count 137, estimate 141.9, difference -3.43 %
20 Ry: count 411, estimate 401.2, difference 2.43 %
40 Ry: count 1139, estimate 1134.9, difference 0.36 %
80 Ry: count 3215, estimate 3210.0, difference 0.16 %
160 Ry: count 9185, estimate 9079.2, difference 1.17 %
320 Ry: count 25821, estimate 25679.8, difference 0.55 %
5 Ry: relative rms spread over k (512 points): 4.97 %
20 Ry: relative rms spread over k (512 points): 1.35 %
80 Ry: relative rms spread over k (512 points): 0.28 %
```
